Small-Angle Scattering by a Repulsive Yukawa Potential

An energetic ion that passes an atom at some distance is turned through a small angle and gives the atom a small amount of energy. Such glancing collisions matter when ion beams etch or thin a solid. The interaction is taken here as the repulsive Yukawa potential

V(r) = A exp(−r/a)/r,

where r is the distance between the nuclei, a > 0 is the range, and A > 0 is a strength with the dimension of energy times length. The motion is classical, nonrelativistic and elastic. The masses are M₁ for the ion and M₂ for the atom, which is initially at rest. Their initial relative speed is v, the reduced mass is μ = M₁M₂/(M₁ + M₂), and E = μv²/2 is the energy in the centre-of-mass frame. The impact parameter b > 0 is the distance by which the particles would miss each other if they did not interact. Angles are in radians unless degrees are stated, and θ > 0 means deflection away from the atom.

**(a) For a general weak, repulsive, short-ranged V(r), find the centre-of-mass deflection to first order in V/E.**

Solution. The forces on the two particles are equal and opposite, so the separation vector **r** = **r**₁ − **r**₂ obeys

μ d²**r**/dt² = −∇V(r).

This is the motion of one particle of mass μ about a fixed centre. The direction of the relative velocity turns through the centre-of-mass scattering angle.

The impulse approximation evaluates the force along the path that would be followed without it:

x = vt, y = b, r = √(x² + b²).

The error in the path is itself of order V/E. It therefore changes the momentum transfer only at second order.

The force components are −V′(r)x/r along the path and −V′(r)b/r across it. The first is odd in x and integrates to zero, so at this order the particle loses as much speed on approach as it regains on departure. The second has the same sign throughout. With dt = dx/v, the transverse momentum gained is

Δp = (1/v) ∫₋∞^∞ [−V′(r)] (b/r) dx.

At fixed x, ∂r/∂b = b/r, so V′(r)b/r = ∂V/∂b. Hence

Δp = −(1/v) (d/db) ∫₋∞^∞ V(√(x² + b²)) dx.

The initial momentum is μv. To first order the angle is the ratio of transverse to longitudinal momentum, and μv² = 2E, so

θ₁ = Δp/(μv) = −(1/(2E)) (d/db) ∫₋∞^∞ V dx.

The subscript marks the order in V/E. For a repulsive potential that falls with distance, the line integral decreases as b grows, and θ₁ is positive.

**(b) Evaluate the impulse and the angle for the Yukawa potential.**

Solution. Define β = b/a and substitute x = b sinh w. Then r = b cosh w and dx = b cosh w dw, so dx/r = dw and

∫₋∞^∞ V dx = A ∫₋∞^∞ exp(−β cosh w) dw = 2A K₀(β).

The last step uses the integral representation of the modified Bessel function,

K₀(β) = ∫₀^∞ exp(−β cosh w) dw.

For β > 0 the integrand falls fast enough to allow differentiation under the integral sign:

dK₀/dβ = −∫₀^∞ cosh w exp(−β cosh w) dw = −K₁(β).

Since dβ/db = 1/a, the derivative of the line integral is −2A K₁(β)/a. Part (a) then gives

Δp = 2A K₁(b/a)/(av),

θ₁ = A K₁(b/a)/(aE).

The function K₁ is dimensionless, and so is A/(aE), as an angle requires. At fixed A, a and b, the first-order angle is inversely proportional to energy: one factor 1/v comes from the time available for the force to act, the other from the momentum that has to be turned.

**(c) Find the angle for b much smaller and much larger than a, and interpret both limits.**

Solution. For small β, put u = β sinh w in the integral for K₁. Then cosh w dw = du/β and β cosh w = √(u² + β²), so

K₁(β) = (1/β) ∫₀^∞ exp(−√(u² + β²)) du → 1/β.

The angle becomes

θ₁ → A/(bE) for b ≪ a.

The range has dropped out because screening hardly acts at these distances. The impulse approximation also needs A/(bE) ≪ 1, so b cannot be reduced to zero at fixed energy.

For large β, only small w contributes, and cosh w ≈ 1 + w²/2 in the exponent. The prefactor cosh w may be set to 1. Then

K₁(β) ≈ exp(−β) ∫₀^∞ exp(−βw²/2) dw = √(π/(2β)) exp(−β),

θ₁ → (A/(aE)) √(πa/(2b)) exp(−b/a) = (V(b)/E) √(πb/(2a)) for b ≫ a.

The second form has a direct reading. Far out, the force at closest approach is about V(b)/a, and it acts over an effective length √(2πab). Their product divided by 2E is this angle. The length is the geometric mean of b and a, up to a number, because r exceeds b by only x²/(2b) near closest approach.

**(d) To judge the approximation an exact angle is needed. Derive it from the conservation laws, and rewrite it so that the zero-deflection part cancels.**

Solution. The angular momentum is μvb = μr² dφ/dt. The energy equation is therefore

E = (μ/2)(dr/dt)² + E b²/r² + V(r),

dr/dt = ±v √(1 − V/E − b²/r²).

Dividing dφ/dt = vb/r² by dr/dt gives the angle swept per unit of r. Approach and departure sweep equal angles, and no deflection corresponds to a total of π. With r₀ the turning point,

θ = π − 2b ∫ dr/[r² √(1 − V/E − b²/r²)], r from r₀ to ∞.

The Coulomb case V = A/r checks the close limit in (c). With q = b/r and κ = A/(2bE), the root becomes √(1 + κ² − (q + κ)²), and

θ = π − 2[π/2 − arcsin(κ/√(1 + κ²))] = 2 arctan κ.

This is Rutherford's result. Its small-angle form is 2κ = A/(bE), as found above.

For the Yukawa potential, introduce

s = r √(1 − V/E).

On the orbit V < E, and V′ < 0, so

d(s²)/dr = 2r(1 − V/E) − r²V′/E > 0.

Thus s increases with r and can replace it as the variable. At the turning point 1 − V/E = b²/r², which means s = b. Elsewhere the root in the orbit integral equals √(s² − b²)/r. Also

ln r = ln s + g(s), g = −½ ln(1 − V(r)/E).

The orbit integral becomes

θ = π − 2b ∫_b^∞ [1/s + g′(s)] ds/√(s² − b²).

With s = b cosh w, the term in 1/s gives 2∫₀^∞ dw/cosh w = π, which cancels the leading π. What remains is

θ = −2b ∫_b^∞ g′(s) ds/√(s² − b²).

No approximation has been made. A numerical test at a large angle, with A/(aE) = 2 and b = a, gives 0.800703 rad from both integrals.

**(e) Use this form to find the next term for the Yukawa potential, and state when the first-order result is reliable.**

Solution. Expanding the logarithm gives

g = V(r)/(2E) + V(r)²/(4E²) + …

The potentials must be expressed through s. Since r = s exp(g), to first order r = s + sV(s)/(2E), and

V(r) = V(s) + sV(s)V′(s)/(2E) + …

Therefore, with all functions now taken at s,

g = V/(2E) + [V² + sVV′]/(4E²) + …

The first term contributes

−(b/E) ∫_b^∞ V′(s) ds/√(s² − b²).

Setting s² = x² + b² gives ds/√(s² − b²) = dx/s, and this is the angle of part (a), obtained without assuming a straight path.

For the second term, V′ = −V(1/a + 1/s). Hence

V² + sVV′ = V²(1 − s/a − 1) = −sV²/a = −A² exp(−2s/a)/(as).

This is again a Yukawa function, of range a/2. The second-order part of g can be written U(s)/(2E), where

U(s) = −[A²/(2aE)] exp(−s/(a/2))/s.

Part (b) applies to U with strength −A²/(2aE) and range a/2:

θ₂ = [−A²/(2aE)] K₁(2b/a)/[(a/2)E] = −[A/(aE)]² K₁(2b/a).

With ε = A/(aE), at fixed β,

θ = ε K₁(β) − ε² K₁(2β) + O(ε³).

The sign results from two competing effects, whose sum is contained in V² + sVV′, although the two terms do not match the effects one by one. Repulsion slows the particle, which raises the angle, and it pushes the path outward into a weaker force, which lowers it. For the Coulomb potential V′ = −V/s, so this sum vanishes and the two effects cancel, in agreement with Rutherford's angle, which has no term in κ². Screening makes the potential fall faster than 1/r, so the outward shift wins and the second-order term is negative. To test the order of the remainder, ε was halved so that θ₁ fell from 0.04 to 0.02. The remainder after two terms fell with measured powers 2.988 at β = 1.5 and 2.971 at β = 3, close to the expected 3.

Relative to θ₁, the leading excess of the first-order result is

ε K₁(2β)/K₁(β).

For b ≫ a, the asymptotic form of K₁ turns this into

ε exp(−β)/√2 = bV(b)/(√2 aE).

The condition is stricter than V(b)/E ≪ 1. The reason lies in r − s ≈ bV(b)/(2E) near closest approach: this shift must be small compared with a, the distance over which the force changes appreciably, and not merely compared with b.

For b ≪ a the excess tends to ε/2 = θ₁β/2, which vanishes with β at fixed θ₁. The next error then matters. Rutherford's angle shows its size, since 2 arctan(θ₁/2) = θ₁ − θ₁³/12 + …

**(f) Convert the result to the laboratory deflection ψ of the ion and the recoil energy T of the atom.**

Solution. The laboratory energy of the ion is E₀ = M₁v²/2, so

E = μv²/2 = E₀M₂/(M₁ + M₂).

The centre of mass moves at M₁v/(M₁ + M₂). In its frame the ion has speed M₂v/(M₁ + M₂), before and after an elastic collision. Adding the velocities gives

tan ψ = M₂ sin θ/(M₂ cos θ + M₁).

For small angles ψ ≈ θM₂/(M₁ + M₂). The mass factor is the one that relates E to E₀, so

ψ₁ = A K₁(b/a)/(aE₀).

The formula thus keeps its form when both angle and energy are taken in the laboratory. Directly, ψ₁ is the impulse Δp divided by the ion momentum M₁v.

The recoil momentum is the change of μ times the relative velocity. That velocity keeps its magnitude v and turns by θ, so the change is 2μv sin(θ/2). Hence

T = [2μv sin(θ/2)]²/(2M₂) = [4M₁M₂/(M₁ + M₂)²] E₀ sin²(θ/2).

At small angles T is proportional to θ², so a relative error in the angle counts about twice in the energy.

**(g) An argon ion of 5 keV passes a silicon atom at b = 0.080 nm. Choose A and a, then find the angles and the recoil energy.**

Solution. The Ziegler–Biersack–Littmark (ZBL) universal potential serves as the reference:

V_Z(r) = [Z₁Z₂e²/(4πε₀r)] Σ cᵢ exp(−dᵢr/a_Z),

a_Z = 0.8854 a₀/(Z₁^0.23 + Z₂^0.23).

Here a₀ is the Bohr radius, cᵢ = 0.18175, 0.50986, 0.28022, 0.02817 and dᵢ = 3.19980, 0.94229, 0.40290, 0.20162. For Z₁ = 18 and Z₂ = 14, a_Z = 0.0124 nm. Matching the value and slope of the Yukawa potential to V_Z at r = b gives

a = 0.03332 nm, A = 118.71 eV nm.

This A is a local fit. It is smaller than the bare nuclear strength of 362.87 eV nm, and the fit should not be carried to much smaller r.

With masses 39.95 u and 28.085 u,

E = 5000 eV × 28.085/68.035 = 2064 eV,

β = 0.080/0.03332 = 2.401,

ε = 118.71/(0.03332 × 2064) = 1.726.

The Bessel values are K₁(β) = 0.08365 and K₁(2β) = 0.005047, so

θ₁ = 1.726 × 0.08365 = 0.1444 rad = 8.27°,

θ₂ = −(1.726)² × 0.005047 = −0.0150 rad,

θ₁ + θ₂ = 0.1293 rad.

The momenta tell the same story: the impulse is 6.144 × 10⁻²² kg m/s, and μv is 4.256 × 10⁻²¹ kg m/s, a ratio of 0.1444.

The exact angle for this Yukawa potential is 0.1309 rad, or 7.50°. A test that follows both atoms by Newton's law in the laboratory frame gives the same value. First order is thus 10% above the exact angle, and two terms are 1.2% below it. The 10% arises although V(b)/E is only 0.065; the leading estimate from part (e), 0.0150/0.1444, gives the right size.

In the laboratory the ion turns by 3.41° in first order and 3.10° exactly. The recoil energy is 20.7 eV with the exact angle but 25.2 eV with the first-order one, 22% too high.

Holding A, a and b fixed shows where the approximation fails. At 1 keV first order gives 0.722 rad against an exact 0.483 rad. The two-term value, 0.346 rad, is also poor, so the expansion is of little use there. At 20 keV the three values are 0.03609 rad for first order, 0.03515 rad for two terms and 0.03518 rad for the exact orbit. At 2 keV they are 0.361, 0.267 and 0.288 rad.

**(h) How far can these angles be trusted for an argon beam that thins silicon?**

Solution. Such beams have energies of roughly one to several keV, so 5 keV lies towards the upper part of this rough range. At the lower energies, the scan above shows that this impact parameter calls for the exact orbit.

The shape of the potential can be examined with part (b). Because θ₁ is linear in V, each exponential in V_Z contributes its own K₁ term, with range a_Z/dᵢ. The sum is 0.1429 rad, against 0.1444 rad for the single matched Yukawa potential. The exact orbits give 0.1292 rad and 0.1309 rad. At this b the single exponential therefore costs about 1%. The ZBL potential is itself a model meant to serve many pairs of atoms, and its own error for argon and silicon is not determined here. That error may be far larger than 1%: at the same b and energy, two other universal potentials, Kr–C and Molière, both with the Firsov screening length, give exact angles of 0.148 and 0.184 rad, 14% and 42% above the ZBL value. The digits quoted in (g) therefore describe the model, not the real pair of atoms.

The assumption of one isolated atom at a known position is weaker. The silicon bond length is 0.235 nm. If the ion crosses a bond at right angles, the second atom lies 0.155 nm away on the other side and pushes back by 0.012 rad in first order, 8% of θ₁. Other geometries give other values.

Thermal motion has a larger effect. A Debye model at 300 K, with a rough Debye temperature of 600 K, gives an rms displacement of 0.0069 nm along one axis. The ion passes in a time of order b/v ≈ 5 × 10⁻¹⁶ s, during which thermal motion hardly shifts the atom; what varies from one collision to the next is b. Shifting b inward or outward by the rms value changes θ₁ to 0.188 or 0.112 rad, that is, by +30% or −23%. These figures depend on the Debye temperature chosen: about 540 K gives 0.0076 nm and shifts of +34% or −25%. The first-order formula can still be applied to each collision, with an error of about 8% to 13% over this range of b, but an angle computed from the lattice site alone is only a typical value.

Two other omissions can be estimated. The Lindhard–Scharff estimate of the energy lost to electrons is 14 eV over one bond length, 0.3% of E₀, although this loss accumulates over a long path. The wave nature of the motion matters more if b is to be definite. A packet of transverse width σ has an angular spread ħ/(2μvσ), and because it covers a range of b, the deflection itself varies across it by about σ|dθ₁/db|. Added in quadrature, the two are smallest together at σ ≈ 0.0015 nm, where they give √(ħ|dθ₁/db|/(μv)) ≈ 0.012 rad, 8% of θ₁. This is less than the thermal spread. At larger b the classical angle falls exponentially, while this least blur falls only about as its square root. The two become comparable when θ₁ is of order ħ/(μva) = 7 × 10⁻⁴ rad, so the classical description eventually fails for distant collisions.

Values computed for the example and the checks

```
Order of remainder, beta=1.5 and 3: 2.988, 2.971
Large-angle test eps=2 beta=1, orbit integral: 0.800703 rad
Same angle, transformed integral: 0.800703 rad
Z1, Z2: 18, 14; masses M1, M2: 39.95, 28.085 u
Laboratory energy E0: 5000 eV
Centre-of-mass energy E: 2064.0 eV
Impact parameter b: 0.080 nm
ZBL screening length: 0.01240 nm
Matched Yukawa range a: 0.03332 nm
Matched Yukawa strength A: 118.71 eV nm
Bare Coulomb strength Z1 Z2 e^2/(4 pi eps0): 362.87 eV nm
V(b): 134.52 eV; V(b)/E: 0.06517
beta = b/a: 2.4007; eps = A/(aE): 1.7259
K1(beta): 0.083652; K1(2 beta): 0.005047
Ion speed: 1.5541e+05 m/s
Transverse impulse: 6.1443e-22 kg m/s
Relative momentum mu v: 4.2558e-21 kg m/s
First-order angle: 0.14437 rad = 8.272 deg
Second-order term: -0.01503 rad
Two-term angle: 0.12934 rad
Exact Yukawa angle: 0.13091 rad = 7.500 deg
Angle from two-particle trajectory: 0.13091 rad
Shift on doubling quadrature nodes: 5.7e-11 rad
First order minus exact: 10.29 % of exact
Two terms minus exact: -1.20 %
Closest approach: 0.08246 nm
Laboratory angle, first order: 0.05960 rad = 3.415 deg
Laboratory angle, exact: 0.05402 rad = 3.095 deg
Recoil energy, exact angle: 20.74 eV
Recoil energy, first-order angle: 25.22 eV
Scan at same A, a, b: E0 (eV), first, two-term, exact angle (rad)
  1000  0.72187  0.34601  0.48292
  2000  0.36093  0.26697  0.28803
  5000  0.14437  0.12934  0.13091
  20000  0.03609  0.03515  0.03518
ZBL angle, sum of K1 terms: 0.14291 rad
ZBL angle, exact orbit: 0.12922 rad
Silicon bond length: 0.2352 nm
Opposing neighbour at 0.1552 nm, first order: 0.01198 rad
Electronic loss over one bond length: 14.44 eV
Electronic loss / E0: 0.289 %
Temperature: 300 K; rough Debye temperature: 600 K
Thermal rms displacement along one axis: 0.00691 nm
First-order angle at b minus rms: 0.18784 rad
First-order angle at b plus rms: 0.11154 rad
Diffraction angle hbar/(mu v a): 7.44e-04 rad
```
